# Thermal Stress in a Gallium Nitride Film on Silicon

## Problem

A gallium nitride film is grown at high temperature on a silicon wafer and is free of stress there. Film and wafer are then cooled together by \(\Delta T=1000\ \mathrm{K}\), counted as a positive number. The linear expansion coefficient of the film, \(\alpha_f\), exceeds that of the wafer, \(\alpha_s\), by

\[
\Delta\alpha=\alpha_f-\alpha_s=3\times10^{-6}\ \mathrm{K^{-1}} .
\]

The biaxial modulus of the film is \(M=450\ \mathrm{GPa}\). This modulus is the ratio of in-plane stress to in-plane strain when a film with a free surface is stretched equally in both in-plane directions.

(a) What in-plane stress does the film carry after cooling if nothing relaxes, and is it tension or compression?

(b) Show that the elastic constants \(C_{11},C_{12},C_{13},C_{33}=360,140,100,400\ \mathrm{GPa}\) lead to the stated biaxial modulus.

(c) The film is \(h_f=1\ \mathrm{\mu m}\) thick. The wafer is \(h_s=1000\ \mathrm{\mu m}\) thick and has biaxial modulus \(M_s=200\ \mathrm{GPa}\). By how much does the yielding of the wafer change the answer to (a)?

(d) What is the stress if the stress-free in-plane size of the film is enlarged by a strain \(g=0.001\), for instance by dislocations?

Where the separate coefficients are needed, take \(\alpha_f=6\times10^{-6}\) and \(\alpha_s=3\times10^{-6}\ \mathrm{K^{-1}}\). All these values are round model parameters, not measurements. In particular, the expansion coefficient of real silicon rises with temperature and averages about \(3.9\times10^{-6}\ \mathrm{K^{-1}}\) between 300 and 1300 K. The real mismatch strain over this range is therefore nearer 0.002 than 0.003, and the real thermal stress is nearer 0.8 GPa than the model value found below. The biaxial modulus of silicon is about 180 GPa for a (100) wafer and 230 GPa for a (111) wafer. Tensile stress and elongation are counted as positive.

The film is a hexagonal crystal with its symmetry axis along the film normal \(z\), so it is elastically isotropic in the \(xy\) plane. It is uniform, linearly elastic and firmly bonded. The coefficients and moduli are taken as constant during cooling.

## First estimate by scaling

On cooling by itself, the film would shrink by the fraction \(\alpha_f\Delta T\) and the wafer by \(\alpha_s\Delta T\). The bond forces the two to keep a common size. The strain to be made up is therefore of the order

\[
\varepsilon_m=\Delta\alpha\,\Delta T
=(3\times10^{-6}\ \mathrm{K^{-1}})(1000\ \mathrm{K})=0.003 .
\]

In linear elasticity the stress is proportional to this strain, and the factor of proportionality must be a stiffness. If the wafer is so thick that it does not yield, the film thickness is the one remaining length. A uniform stress cannot depend on it, because no dimensionless ratio can be formed from a single length.

A natural first choice for the stiffness is the in-plane Young's modulus \(E\), which describes a strip pulled along one direction with its sides free. The given elastic constants correspond to \(E\approx296\ \mathrm{GPa}\), as derived below. The estimate is

\[
\sigma_{\rm est}=E\,\varepsilon_m
\approx(296\ \mathrm{GPa})(0.003)\approx0.89\ \mathrm{GPa}.
\]

Scaling gives the size of the stress and its proportionality to \(\Delta\alpha\,\Delta T\). It leaves open a numerical factor that depends on how the film is loaded.

## Exact solution for a rigid wafer

Here "exact" refers to the linear elastic model with an unyielding wafer.

### The strain and its sign

Let film and wafer have the common length \(L\) at the growth temperature. If they were separated and cooled, their lengths would be

\[
L_f=L(1-\alpha_f\Delta T),\qquad
L_s=L(1-\alpha_s\Delta T).
\]

Since \(\alpha_f>\alpha_s\), the free film would be the shorter of the two. To fit the wafer it must be stretched from \(L_f\) to \(L_s\). Its elastic strain, relative to its own stress-free length, is

\[
\varepsilon=\frac{L_s-L_f}{L_f}
=\frac{(1-\alpha_s\Delta T)-(1-\alpha_f\Delta T)}{1-\alpha_f\Delta T}
=\frac{\Delta\alpha\,\Delta T}{1-\alpha_f\Delta T}.
\]

This is positive, so the film is in tension. The film does contract as it cools, but less than it would if it were free. It is this difference that produces the stress.

With the given coefficients,

\[
\varepsilon=\frac{0.003}{1-0.006}\approx0.003018 .
\]

This exceeds \(\varepsilon_m\) by about 0.6 percent of \(\varepsilon_m\). The size of this correction depends on how the coefficients are defined. If \(\alpha\) is the constant logarithmic derivative of the length, then \(\varepsilon=e^{0.003}-1\), only 0.15 percent above \(\varepsilon_m\). Linear elasticity already neglects terms of second order in the strains, so it is consistent to drop this correction and use \(\varepsilon=\varepsilon_m\). All stresses below are then uncertain by a few tenths of a percent.

### The biaxial modulus

Equal contraction in all in-plane directions gives \(\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon\) without shear. For the stated crystal orientation, Hooke's law for the normal stresses reads

\[
\begin{aligned}
\sigma_{xx}&=C_{11}\varepsilon_{xx}+C_{12}\varepsilon_{yy}+C_{13}\varepsilon_{zz},\\
\sigma_{yy}&=C_{12}\varepsilon_{xx}+C_{11}\varepsilon_{yy}+C_{13}\varepsilon_{zz},\\
\sigma_{zz}&=C_{13}(\varepsilon_{xx}+\varepsilon_{yy})+C_{33}\varepsilon_{zz}.
\end{aligned}
\]

No force acts on the top surface, so \(\sigma_{zz}=0\) there. In a uniform flat film, force balance along \(z\) makes \(\sigma_{zz}\) independent of depth, and it vanishes throughout. The third line then gives

\[
\varepsilon_{zz}=-\frac{C_{13}}{C_{33}}(\varepsilon_{xx}+\varepsilon_{yy}).
\]

Inserting this into the first two lines leaves two in-plane equations,

\[
\sigma_{xx}=A\varepsilon_{xx}+B\varepsilon_{yy},\qquad
\sigma_{yy}=B\varepsilon_{xx}+A\varepsilon_{yy},
\]

with the abbreviations

\[
A=C_{11}-\frac{C_{13}^2}{C_{33}},\qquad
B=C_{12}-\frac{C_{13}^2}{C_{33}} .
\]

For equal in-plane strains both stresses become \((A+B)\varepsilon\). The biaxial modulus is therefore

\[
M=A+B=C_{11}+C_{12}-\frac{2C_{13}^2}{C_{33}} .
\]

The numbers are \(C_{13}^2/C_{33}=100^2/400=25\ \mathrm{GPa}\), \(A=335\ \mathrm{GPa}\) and \(B=115\ \mathrm{GPa}\), so that

\[
M=335+115=450\ \mathrm{GPa}.
\]

This answers (b). The film also becomes thinner, with

\[
\varepsilon_{zz}=-\frac{2C_{13}}{C_{33}}\varepsilon_m
=-\frac{200}{400}(0.003)=-0.0015 .
\]

This elastic thinning comes on top of the ordinary thermal contraction along \(z\). It costs no stress along \(z\), because the surface is free to move.

### The stress

The answer to (a) is

\[
\boxed{\sigma=M\,\Delta\alpha\,\Delta T
=(450\ \mathrm{GPa})(0.003)=1.35\ \mathrm{GPa}=1350\ \mathrm{MPa}}
\]

and the stress is tensile. If the two expansion coefficients were exchanged, the film would want to remain larger than the wafer. The same formula would then give \(-1.35\ \mathrm{GPa}\), a compression.

The result holds away from the film's edges. A free side face can carry no normal stress, so the tension perpendicular to that face must fall to zero there, while tension parallel to the edge remains. On a rigid wafer the film thickness sets the scale of the distance over which this happens.

If \(\Delta\alpha\) varies with temperature, the product \(\Delta\alpha\,\Delta T\) is replaced by the integral of \(\Delta\alpha\) over the cooling range. In an elastic film the stress depends on the present strain and the present stiffness, so this integral is multiplied by the modulus at the final temperature.

## Comparison of the estimate with the solution

The estimate of 0.89 GPa lies about 34 percent below the solution, relative to the solution. The two-dimensional loading accounts for the difference.

To see this, consider the strip assumed in the estimate. It is pulled along \(x\), while its sides are free, so \(\sigma_{yy}=0\). The second in-plane equation gives

\[
\varepsilon_{yy}=-\nu\,\varepsilon_{xx},\qquad
\nu=\frac{B}{A}=\frac{115}{335}\approx0.343,
\]

where \(\nu\) is the in-plane Poisson ratio. The first equation then gives Young's modulus,

\[
E=\frac{\sigma_{xx}}{\varepsilon_{xx}}
=A-\frac{B^2}{A}
=335-\frac{115^2}{335}\approx296\ \mathrm{GPa}.
\]

The relation between the two moduli follows by factoring:

\[
\frac{E}{1-\nu}
=\frac{(A^2-B^2)/A}{(A-B)/A}
=\frac{(A-B)(A+B)}{A-B}=A+B=M .
\]

Consequently

\[
\frac{\sigma_{\rm est}}{\sigma}=\frac{E}{M}=1-\nu\approx0.66 .
\]

The strip narrows sideways when it is pulled. The wafer forbids this narrowing and stretches the film in the second direction as well. Tension along \(y\) tends to shorten the film along \(x\), so a larger tension along \(x\) is needed to maintain the same strain. For \(\nu=0\) the two directions would not influence each other, and the estimate would agree with the solution.

## A wafer that yields

The film pulls inward on the wafer. A wafer of finite thickness is compressed by this pull and, if it is free to do so, bends. Both responses let the film shorten and reduce its tension.

Place \(z=0\) at the middle of the wafer, with the film on top near \(z=h_s/2\). Measure the wafer's elastic strain from its freely contracted state and write it as

\[
e(z)=e_0+\kappa z .
\]

Here \(e_0\) is a uniform strain and \(\kappa\) describes the bending, taken as equal in both in-plane directions. The wafer stress is \(M_s e(z)\). For a thin film, its own bending stiffness and the small distance \(h_f/2\) from the interface to its middle may be neglected.

No external force acts in the plane, so the forces per unit width add to zero:

\[
\int_{-h_s/2}^{h_s/2}M_s(e_0+\kappa z)\,dz+\sigma h_f
=M_sh_se_0+\sigma h_f=0 .
\]

The term in \(\kappa\) vanishes because \(z\) is odd. Hence

\[
e_0=-\frac{\sigma h_f}{M_sh_s}.
\]

The moments about the middle plane must also add to zero. Now the term in \(e_0\) vanishes, and \(\int z^2dz=h_s^3/12\) gives

\[
\frac{M_sh_s^3}{12}\kappa+\sigma h_f\frac{h_s}{2}=0,
\qquad
\kappa=-\frac{6\sigma h_f}{M_sh_s^2}.
\]

At the interface the wafer strain is

\[
e\!\left(\frac{h_s}{2}\right)=e_0+\frac{\kappa h_s}{2}
=-(1+3)\frac{\sigma h_f}{M_sh_s}
=-\frac{4\sigma h_f}{M_sh_s}.
\]

One part of the four comes from uniform compression and three parts come from bending. The film follows the interface, so its elastic strain is reduced by this amount:

\[
\sigma=M\left(\varepsilon_m-\frac{4\sigma h_f}{M_sh_s}\right).
\]

Collecting the terms in \(\sigma\) on the left and dividing gives

\[
\sigma=\frac{M\varepsilon_m}{1+4Mh_f/(M_sh_s)} .
\]

This expression is accurate to first order in \(h_f/h_s\). For the stated wafer,

\[
\frac{4Mh_f}{M_sh_s}
=\frac{4(450)(1)}{(200)(1000)}=0.009,
\qquad
\sigma=\frac{1.35\ \mathrm{GPa}}{1.009}\approx1.338\ \mathrm{GPa}.
\]

The answer to (c) is a reduction of about 0.9 percent relative to the rigid-wafer stress. The thick-wafer result of 1.35 GPa is thus adequate for this geometry. The relative reduction is the meaningful result. The last digits of 1.338 GPa are not, because the second-order terms dropped from the mismatch strain are of similar size.

An independent calculation minimized the elastic energy of the complete stack, keeping the finite film thickness. It gives 1.3379 GPa, against 1.3380 GPa from the formula. In a further test, halving the film thickness reduced the relative difference between the two calculations by a factor close to four, as expected for a neglected second-order term. The two stresses are listed in the numerical output; the halving test is checked in the program without being printed.

### Curvature and wafer stress

The negative \(\kappa\) means that the top of the wafer is shortened relative to the bottom. The film side is therefore concave. The radius of curvature is

\[
R=\frac{1}{|\kappa|}=\frac{M_sh_s^2}{6\sigma h_f}
=\frac{(200\times10^9\ \mathrm{Pa})(10^{-3}\ \mathrm{m})^2}
{6(1.338\times10^9\ \mathrm{Pa})(10^{-6}\ \mathrm{m})}
\approx24.9\ \mathrm{m}.
\]

A measured radius can thus be turned into a film stress without knowing the film's modulus, provided that the film is thin, the wafer was flat before the stress arose, and its deflection is small compared with its thickness. In a wide wafer with a larger deflection, bending into a bowl also stretches the middle plane unevenly. The curvature is then no longer uniform or proportional to the film stress, and the formula loses accuracy. For a round wafer of radius \(a\) the deflection is about \(a^2/(2R)\). In this example that is 0.2 mm for a diameter of 200 mm and 0.45 mm for 300 mm. The curvature at the centre then lies about 2 and 7 percent below the formula, while the film stress of part (c) changes by no more than about 0.1 percent.

The mean wafer stress is \(-\sigma h_f/h_s\approx-1.34\ \mathrm{MPa}\). It is a thousand times smaller than the film stress because the same force is spread over a thousand times the thickness. Bending makes the local stress uneven. At the interface it is four times the mean, about \(-5.4\ \mathrm{MPa}\). At the bottom, the strain \(e_0-\kappa h_s/2\) equals \((-1+3)\sigma h_f/(M_sh_s)\), which gives a tension of about \(2.7\ \mathrm{MPa}\).

### A wafer held flat

Suppose instead that the wafer is held flat but can still contract in its plane. Then \(\kappa=0\), and the interface strain is \(e_0\) alone. The same reasoning gives

\[
\sigma_{\rm flat}=\frac{M\varepsilon_m}{1+Mh_f/(M_sh_s)} .
\]

The correction term is now \(0.009/4\approx0.0023\), so the loss of stress is about 0.2 percent. Most of the small reduction found above is therefore due to bending.

This flat case needs no assumption of a thin film, since force balance alone fixes the uniform strain. When \(Mh_f\) is much larger than \(M_sh_s\), the formula tends to

\[
\sigma_{\rm flat}\to\frac{M_sh_s}{h_f}\varepsilon_m .
\]

The film stress then becomes small, because the film imposes its own contraction on the wafer.

## What relaxation changes

Let some process enlarge the film's stress-free in-plane size by the strain \(g\), equally in both directions. The film then needs less elastic stretching to fit the wafer. To first order, on a rigid wafer,

\[
\sigma=M(\Delta\alpha\,\Delta T-g).
\]

For (d),

\[
\sigma=(450\ \mathrm{GPa})(0.003-0.001)=0.90\ \mathrm{GPa}.
\]

An extra strain of 0.001 removes 0.45 GPa, one third of the tension. The stress would vanish at \(g=0.003\).

Dislocations can supply such a strain. Suppose that each one inserts an extra half-plane of in-plane width \(b\) into the film, and that their mean spacing is \(d\). Every length \(d\) of film then gains \(b\), so \(g=b/d\). With two perpendicular arrays, one for each in-plane direction, \(g=0.001\) requires a spacing of \(1000\,b\). A hexagonal film has three equivalent arrays at \(60^\circ\), which together give \(g=3b/(2d)\) and a spacing of \(1500\,b\). This counts the strain and does not show that the dislocations form. In this orientation an equal biaxial stress exerts no resolved shear on a slip system whose Burgers vector lies in the film plane, so it can drive glide only on inclined planes with an inclined Burgers vector. Dislocations of the opposite sign would remove material and increase the tension.

The same formula describes a film that does not relax but is already compressed at the growth temperature. If its stress-free size there exceeds that of the wafer by \(g=0.001\), it starts with \(-0.45\ \mathrm{GPa}\). Cooling adds \(1.35\ \mathrm{GPa}\) and leaves \(0.90\ \mathrm{GPa}\). The stress passes through zero after a temperature drop of

\[
\frac{g}{\Delta\alpha}=\frac{0.001}{3\times10^{-6}\ \mathrm{K^{-1}}}\approx333\ \mathrm{K}.
\]

The final stress alone cannot distinguish these two histories. The value \(1.35\ \mathrm{GPa}\) is the thermal contribution without relaxation, and it equals the total stress when the film was stress-free at growth.

Cracking is another way for the assumption to fail. The elastic energy per volume is

\[
\tfrac12(\sigma_{xx}\varepsilon_{xx}+\sigma_{yy}\varepsilon_{yy})=\sigma\varepsilon_m .
\]

A crack through the film relieves a region whose width is of order \(h_f\). Per unit crack length, the energy released scales as \(\sigma\varepsilon_m h_f^2\), while the cost of the new surfaces scales as \(h_f\). Their ratio grows in proportion to \(h_f\). At fixed mismatch the stress in a thicker film is no higher on a rigid wafer, yet by this scaling argument the thicker film is more liable to crack. The film of part (c) is already in this range. Its \(\sigma\varepsilon_m h_f\) is about \(4\ \mathrm{J/m^2}\), and the numerical factor left open by the scaling is about 1.5 on a rigid wafer and nearly 4 on a wafer as compliant as silicon. The two new gallium nitride surfaces cost roughly \(4\ \mathrm{J/m^2}\). A crack that has started could therefore run through a real \(1\ \mathrm{\mu m}\) film at this stress, and the unrelaxed value is the stress before such cracking.

## Computed results

```
film expansion coefficient: 6.0e-06 1/K
wafer expansion coefficient: 3.0e-06 1/K
expansion mismatch: 3.0e-06 1/K
temperature drop: 1000 K
film C11, C12, C13, C33: 360, 140, 100, 400 GPa
biaxial modulus, formula: 450.000 GPa
biaxial modulus, full Hooke's law: 450.000 GPa
in-plane Young's modulus: 295.52 GPa
in-plane Poisson ratio: 0.3433
linear mismatch strain: 0.003000
mismatch strain from lengths: 0.003018
relative error of linear strain: 0.604 %
film thickness strain: -0.001500
film stress, formula: 1.3500 GPa
film stress, formula, converted: 1350 MPa
film stress, thin-film energy minimum: 1.3500 GPa
stress with coefficients reversed: -1.3500 GPa
stress if Young's modulus were used: 0.8866 GPa
film thickness: 1 micrometre
wafer thickness: 1000 micrometre
wafer biaxial modulus: 200 GPa
film stress on finite wafer, formula: 1.3380 GPa
film stress on finite wafer, energy: 1.3379 GPa
stress reduction by wafer: 0.89 %
mean wafer stress: -1.338 MPa
bending radius, formula: 24.91 m
bending radius, energy: 24.89 m
extra stress-free film strain: 0.0010
stress with extra strain, formula: 0.9000 GPa
stress with extra strain, energy: 0.9000 GPa
```
